Fourth-power decay of a surface corrugation by surface diffusion

**Problem**

A crystal surface carries a shallow sinusoidal corrugation of wavelength 1 µm. At a fixed temperature it decays in one hour by surface diffusion. Show that a corrugation of wavelength 200 nm decays in 5.8 s under the same conditions.

Here "decays" means that the amplitude falls by the same chosen factor in both cases; take the factor e. "The same conditions" means the same material, temperature, surface orientation, mean tilt and direction of the ridges, with no deposition. The surface is either thermally rough, or stepped with a mean tilt larger than the slope of the corrugation, so that no part of it is a flat facet.

**Hints**

1. How does the free energy change when a few atoms are added at a crest, and when they are added in a trough?
2. A gradient of chemical potential drives a current of surface atoms. What does conservation of atoms then say about the height?
3. Insert a cosine and count the derivatives. Which material constants survive in the ratio of the two times?

**Solution**

*Chemical potential.* Let h(x,t) be the height above the mean plane, which may itself be tilted along x with slope s0. The total slope is s = s0 + h_x, where a subscript denotes a derivative. Let f(s) be the surface free energy per unit projected area. Per unit length along the ridges, the free energy is

F = ∫ f(s0 + h_x) dx.

Raise the surface by a small δh(x). Then

δF = ∫ f′(s) δh_x dx = −∫ [d f′(s)/dx] δh dx.

The second form follows by partial integration; the boundary terms cancel over a full period. With Ω the volume per atom, the strip dx has received δh dx/Ω atoms. The free energy per added atom, measured from the flat surface, is therefore

μ = −Ω d f′(s)/dx = −Ω f″(s) h_xx.

For small h_x the factor f″(s) can be replaced by the constant γ = f″(s0), called the stiffness:

μ = −Ω γ h_xx.

At a crest h_xx is negative and μ is positive; in a trough the signs are reversed. Atoms lower the free energy by moving from crests to troughs.

*Current.* The force on an atom is −μ_x, and its mean drift velocity is D/(k_BT) times the force, where D is the surface diffusion coefficient. With ν surface sites per unit area, and D defined as an average over all of them, the current per unit length of ridge is

j = −(Dν/k_BT) μ_x = +(DνΩγ/k_BT) h_xxx.

*Conservation.* The strip between x and x + dx gains j(x) − j(x + dx) = −j_x dx atoms per unit time, and each atom adds the volume Ω. Hence

h_t = −Ω j_x = −B h_xxxx, with B = DνΩ²γ/(k_BT).

*Decay.* Insert h = a(t) cos kx, with k = 2π/λ. Two derivatives of the cosine give −k², and four give +k⁴, so

da/dt = −B k⁴ a, a(t) = a(0) exp(−B k⁴ t).

The cosine keeps its shape. The time to fall by a factor q follows from exp(−B k⁴ t_q) = 1/q:

t_q = ln q/(B k⁴) = λ⁴ ln q/(16π⁴ B).

For q = e the logarithm is 1. Under the same conditions B is common to both corrugations, and it cancels in the ratio, as does ln q:

t(200 nm) = 3600 s × (200/1000)⁴ = 3600 s/625 = 5.76 s ≈ 5.8 s.

*Reading the fourth power.* Two derivatives come from the curvature that sets μ, one from the gradient that drives the current, and one from the divergence that changes the height. A shorter corrugation is both more strongly driven and has a shorter distance to carry its atoms. For a profile that is not sinusoidal, the linear equation acts on each harmonic separately: the third harmonic has three times the wave number and decays 81 times as fast as the fundamental, so the profile approaches a sinusoid.

**Numbers for stepped nickel**

Consider a nickel surface tilted slightly from (111), with its steps parallel to the ridges, at 1000 K, where k_BT = 0.08617 eV. The rough lattice constant c = 0.35 nm gives

Ω = c³/4 = 0.01072 nm³,

ν = 4/(√3 c²) = 18.85 nm⁻²,

step height b = c/√3 = 0.202 nm.

Terraces of width L = 2 nm give s0 = b/L = 0.101. For a stepped surface take

f(s) = f0 + βs + g s³,

where β accounts for the energy of separate steps and g for their repulsion. Two derivatives give γ = 6g s0. The value of g at 1000 K is uncertain, because the wandering of the steps adds an entropic part that depends on the energy of kinks. With g = 0.5 eV/nm² as an illustration,

γ = 6 × 0.5 × 0.101 = 0.303 eV/nm².

The given hour fixes B. With k = 0.006283 nm⁻¹ at 1 µm,

B = 1/(3600 s × k⁴) = 1.78 × 10⁵ nm⁴/s.

The diffusion coefficient that this requires is

D = B k_BT/(νΩ²γ) = 2.3 × 10⁷ nm²/s = 2.3 × 10⁻⁷ cm²/s.

*Steps treated one by one.* The continuum law can be compared with a model in which the steps are separate objects. Let step n stand at x_n, with the surface rising towards larger x, and let L_n = x_(n+1) − x_n. The repulsive energy of one terrace, per unit length of step, is g(b/L_n)³L_n = gb³/L_n²; let E be the sum over terraces. Moving a step by dx_n adds −b dx_n/Ω atoms per unit length, so

μ_n = −(Ω/b) ∂E/∂x_n,

j_n = −(Dν/k_BT)(μ_(n+1) − μ_n)/L_n,

dx_n/dt = (Ω/b)(j_n − j_(n−1)).

These equations were integrated numerically with an implicit method for one period of each corrugation, and the amplitude was taken from the first Fourier component of the staircase. For a small initial amplitude of 0.05 nm, the times to fall to 1/e are 3600 s and 5.764 s. Their ratio is 624.6, against 625 in the continuum. The ratio of the times to fall to one tenth is also 624.6.

The small difference has a simple origin. For evenly spaced steps with small displacements, each pair of derivatives becomes a second difference, which replaces k² by

(2 − 2 cos kL)/L² ≈ k²(1 − k²L²/12).

This factor enters twice, so the decay rate is lowered by the fraction k²L²/6, or 0.066 % at 200 nm.

*Finite amplitude.* For an amplitude of 1 nm at 200 nm, the peak slope of the corrugation is 0.31 of s0. The total slope never reaches zero, so no facet forms, but the stiffness 6gs varies by 31 % either way along the profile. The step model nevertheless gives a 1/e time of 5.79 s, 0.59 % above the linear law, with the discreteness included. A shift by half a wavelength turns a into −a without changing the decay time. A term linear in the amplitude is thus excluded, and the first correction is quadratic. This symmetry does not fix the size of the quadratic term, which is taken here from the step model.

*Thermal fluctuations.* Steps also wander, which adds a random part to the measured amplitude. To second order in h_x, the corrugation costs the energy ½γh_x² per unit area. Averaged over the sine squared and multiplied by the area A, this is Aγk²a²/4. Setting its thermal mean equal to k_BT/2 gives

⟨a²⟩ = 2k_BT/(Aγk²).

This is the component in phase with the corrugation, averaged over the whole area. The sine component fluctuates equally and independently, so on a surface without corrugation the modulus of the Fourier component has an rms value √2 times larger. For an area of 10 µm × 10 µm, the rms value of the in-phase component is 0.012 nm at 1 µm and 0.0024 nm at 200 nm. At the longer wavelength this is about 3 % of the 0.37 nm that remains of a 1 nm corrugation after one decay time.

*Comparison with a real surface.* The inferred D is of a plausible order for a clean face-centred cubic metal at somewhat over half its melting temperature. It is less certain than the 5.8 s, because it is inversely proportional to the rough value of g, which cancels in the ratio. Slow attachment of atoms at steps, ignored so far, can be described by adding a length ℓ to each terrace width in the denominator of j_n, provided that an atom cannot cross a step without attaching to it. With ℓ = 4 nm, the step model gives times longer by the factor 1 + ℓ/L = 3 at both wavelengths, and the ratio stays at 624.6. If atoms can cross steps without attaching, the factor is smaller, and for very slow attachment (ℓ of hundreds of nanometres or more) the ratio falls clearly below 625. A more serious departure occurs when the mean surface is a facet orientation. The slope then passes through zero, and the constant γ has no meaning. If step repulsion alone drove the decay, the typical stiffness would scale as g|h_x|. At equal amplitudes it would be five times larger at 200 nm, which would shorten the time to about 5.76 s/5 ≈ 1.2 s. The step energy β also acts at crests and troughs in that case, so this figure shows the size of the possible change and is not a prediction. In practice the sample must also reach its temperature in much less than 5.8 s if the shorter time is to be measured directly.

**Variation 1: another transport mechanism**

Suppose that the hour at 1 µm were due to bulk diffusion, or to evaporation and condensation. What would the time at 200 nm be?

*Bulk diffusion.* Let z point outwards, with the solid at z < 0. In slow, nearly steady diffusion the potential obeys μ_xx + μ_zz = 0. The solution that vanishes deep in the solid is proportional to cos kx exp(kz), so at the surface μ_z = kμ. With bulk diffusion coefficient D_b and 1/Ω atoms per unit volume, the current towards the surface is −D_b kμ/(Ωk_BT). Multiplying by Ω and using μ = Ωγk²h gives

h_t = −(D_bΩγ/k_BT) k³ h.

The time scales as λ³, and 3600 s/5³ = 28.8 s.

*Evaporation and condensation.* Let the surface exchange atoms with a vapour that is in equilibrium with the flat surface, and let Φ be the flux in each direction there. A raised potential increases the evaporation to Φ exp(μ/k_BT), so the net loss is approximately Φμ/k_BT. Then

h_t = −ΩΦμ/(k_BT) = −(ΦΩ²γ/k_BT) k² h.

The time scales as λ², and 3600 s/5² = 144 s. Measurements at two wavelengths can therefore distinguish these three mechanisms, provided that one of them dominates at both and the stiffness is constant. The exponent alone does not separate bulk diffusion from diffusion through a dense surrounding gas, where the potential obeys the same Laplace equation and the time also scales as λ³.

For the nickel example, divide these rates by Bk⁴. The relative rates are D_b/(DνΩk) for bulk diffusion and Φ/(Dνk²) for evaporation. Both are largest at the longer wavelength. There, a rough D_b = 2 × 10⁻¹⁵ cm²/s gives 7 × 10⁻⁶. For the vapour, Φ = p/√(2πmk_BT) with atomic mass m = 59 u and a rough pressure p = 2 × 10⁻¹² Torr gives 2 × 10⁻¹⁰. Surface diffusion dominates by a wide margin.

**Variation 2: corrugations of the same shape**

Let the 1 µm corrugation have an amplitude of 5 nm and the 200 nm corrugation an amplitude of 1 nm. The slopes are equal, but they are no longer very small compared with s0. Does the factor 625 survive?

Keep f′(s) without linearizing it:

h_t = −(DνΩ²/k_BT) ∂³f′(s0 + h_x)/∂x³.

Write x = λX, h = λH and t = λ⁴T. The slope h_x = H_X does not contain λ. The left side becomes λ⁻³H_T, and the three derivatives on the right also give λ⁻³. The wavelength drops out, so both corrugations follow the same H(X,T), and their times are in the ratio λ⁴ within this continuum model. The step model gives 624.6 for this pair. Small slopes make the decay exponential; equal shapes suffice for the fourth-power ratio.

All numerical values are calculated from the stated model.
